# The Lang-Kobayashi phase condition and its unique solution for C below one: a program that tests the result

```python
"""
Result under test: constant-intensity lasing states of the Lang-Kobayashi model
obey  phi - phi0 + C*sin(phi + arctan(alpha)) = 0,
with C = kappa*tau*sqrt(1+alpha^2), and C < 1 gives exactly one solution.

phi = omega*tau, phi0 = omega0*tau (omega0: solitary laser frequency),
kappa: feedback rate, tau: external delay, alpha: linewidth enhancement factor.
Field convention: optical field = E(t)*exp(+i*omega0*t). Times are in ns.
N: carrier number, S = |E|^2: photon number, g: differential gain,
J: pump rate, tau_s: carrier lifetime, tau_p: photon lifetime.
"""
import cmath
import math
import numpy as np
from scipy.constants import c as light_speed
from scipy.optimize import brentq

alpha = 3.0
tau = 1.0
tau_p = 0.002
tau_s = 1.0
g = 1.0e-5
N_th = 2.0e8
J = 2.0 * N_th / tau_s


def balance_residual(phi, phi0, kappa, delay, alpha_value):
    """Imaginary part of the complex field balance after the gain change
    has been chosen to cancel its real part."""
    feedback = kappa * np.exp(-1j * phi)
    gain_change = -2.0 * feedback.real
    balance = (1j * (phi - phi0) / delay
               - 0.5 * (1 + 1j * alpha_value) * gain_change - feedback)
    return balance.imag


def find_brackets(phi0, kappa, delay, alpha_value):
    """Sign changes on a range that must contain every root."""
    reach = kappa * delay * (1 + abs(alpha_value)) + 1.0
    grid = phi0 + np.linspace(-reach, reach, 20000)
    negative = np.signbit(
        balance_residual(grid, phi0, kappa, delay, alpha_value))
    places = np.nonzero(negative[1:] != negative[:-1])[0]
    return [(grid[k], grid[k + 1]) for k in places]


def find_roots(phi0, kappa):
    return [brentq(balance_residual, a, b, args=(phi0, kappa, tau, alpha),
                   xtol=1e-13)
            for a, b in find_brackets(phi0, kappa, tau, alpha)]


def feedback_parameter(kappa):
    return kappa * tau * math.sqrt(1 + alpha**2)


def fold_half_width(C):
    return math.sqrt(C**2 - 1) - math.acos(1 / C)


def steady_state(phi, kappa):
    gain_change = -2 * kappa * math.cos(phi)
    carriers = N_th + gain_change / g
    photons = (J - carriers / tau_s) / (1 / tau_p + gain_change)
    return gain_change, carriers, photons


def simulate(phi0, kappa, start_detuning, duration=40):
    """Fourth-order Runge-Kutta integration of the full delay equations."""
    per_delay = 200
    dt = tau / per_delay
    amplitude = math.sqrt((J - N_th / tau_s) * tau_p)
    field = [amplitude * cmath.exp(1j * start_detuning * k * dt)
             for k in range(-per_delay - 1, 1)]
    excess = 0.0  # N - N_th
    coupling = kappa * cmath.exp(-1j * phi0)

    def rates(E, n, delayed):
        dE = 0.5 * (1 + 1j * alpha) * g * n * E + coupling * delayed
        dn = (J - (N_th + n) / tau_s
              - (1 / tau_p + g * n) * (E.real**2 + E.imag**2))
        return dE, dn

    for _ in range(int(round(duration / dt))):
        k = len(field) - 1 - per_delay
        d0, d1 = field[k], field[k + 1]
        dm = (9 * (d0 + d1) - field[k - 1] - field[k + 2]) / 16
        E = field[-1]
        a1, b1 = rates(E, excess, d0)
        a2, b2 = rates(E + dt * a1 / 2, excess + dt * b1 / 2, dm)
        a3, b3 = rates(E + dt * a2 / 2, excess + dt * b2 / 2, dm)
        a4, b4 = rates(E + dt * a3, excess + dt * b3, d1)
        field.append(E + dt * (a1 + 2 * a2 + 2 * a3 + a4) / 6)
        excess += dt * (b1 + 2 * b2 + 2 * b3 + b4) / 6

    tail = np.array(field[-per_delay - 1:])
    frequencies = np.angle(tail[1:] * tail[:-1].conj()) / dt
    assert np.ptp(frequencies) < 1e-6, "final rotation is not uniform"
    return frequencies.mean(), N_th + excess, abs(tail[-1])**2


# Exactly one root for random parameters with C below one.
rng = np.random.default_rng(7)
samples = 300
largest_C = 0.0
for _ in range(samples):
    C_trial = rng.uniform(0.01, 0.999)
    alpha_trial = rng.uniform(0, 6)
    delay_trial = rng.uniform(0.1, 5)
    phi0_trial = rng.uniform(0, 2 * math.pi)
    kappa_trial = C_trial / (delay_trial * math.sqrt(1 + alpha_trial**2))
    assert len(find_brackets(phi0_trial, kappa_trial, delay_trial,
                             alpha_trial)) == 1
    largest_C = max(largest_C, C_trial)

# Borderline C = 1 at its most critical phase, then both sides of the folds.
theta = math.atan(alpha)
centre = math.pi - theta
kappa_unit = 1 / (tau * math.sqrt(1 + alpha**2))
count_at_one = len(find_brackets(centre, kappa_unit, tau, alpha))
assert count_at_one == 1
for C_trial in (1.1, 1.5, 2.5, 4.0):
    width = fold_half_width(C_trial)
    assert 0 < width < math.pi
    for side in (-1, 1):
        for factor, expected in ((0.97, 3), (1.03, 1)):
            count = len(find_brackets(centre + side * factor * width,
                                      C_trial * kappa_unit, tau, alpha))
            assert count == expected

# The three worked cases; roots come from the unreduced complex balance.
cases = {"A": (0.2, 1.5), "B": (0.4, 1.5), "C": (0.4, 1.9)}
roots = {}
for name, (kappa, phi0) in cases.items():
    roots[name] = find_roots(phi0, kappa)
    C_value = feedback_parameter(kappa)
    for phi in roots[name]:
        assert abs(phi - phi0 + C_value * math.sin(phi + theta)) < 1e-10
        assert abs(phi - phi0) <= C_value
        assert steady_state(phi, kappa)[2] > 0
assert [len(roots[name]) for name in "ABC"] == [1, 1, 3]

# Contraction iteration and its error bound for case A.
kappa_A, phi0_A = cases["A"]
C_A = feedback_parameter(kappa_A)
phi_A = roots["A"][0]
iterates = [phi0_A]
for _ in range(60):
    iterates.append(phi0_A - C_A * math.sin(iterates[-1] + theta))
for n, value in enumerate(iterates):
    assert abs(value - phi_A) <= C_A**n * abs(phi0_A - phi_A) + 1e-11

# Full dynamics from different initial frequencies.
starts = (-2.0, -1.0, 1.0, 2.0)
runs = {}
for name in ("A", "C"):
    kappa, phi0 = cases[name]
    runs[name] = []
    reached = set()
    for start in starts:
        detuning, carriers, photons = simulate(phi0, kappa, start)
        distances = [abs(detuning - (phi - phi0) / tau)
                     for phi in roots[name]]
        index = int(np.argmin(distances))
        assert distances[index] < 1e-6
        _, N_expected, S_expected = steady_state(roots[name][index], kappa)
        assert abs(carriers - N_expected) < 1e-6 * N_expected
        assert abs(photons - S_expected) < 1e-6 * S_expected
        reached.add(index)
        runs[name].append((start, detuning, carriers, photons))
    assert reached == ({0} if name == "A" else {0, 2})

print(f"alpha = {alpha:.1f}, arctan(alpha) = {theta:.5f} rad")
print(f"delay tau = {tau:.1f} ns")
print(f"reflector distance in vacuum = {50*light_speed*tau*1e-9:.2f} cm")
print(f"photon lifetime = {tau_p:.3f} ns, carrier lifetime = {tau_s:.1f} ns")
print(f"differential gain g = {g:.1e} per ns")
print(f"threshold carrier number = {N_th:.3e}")
print(f"pump rate J = {J:.3e} per ns")
print(f"solitary photon number = {(J-N_th/tau_s)*tau_p:.4e}")
print(f"random cases with C < 1, one root each: {samples}")
print(f"largest C among them = {largest_C:.4f}")
print(f"roots at C = 1, critical phase: {count_at_one}")
for name, (kappa, phi0) in cases.items():
    print(f"Case {name}: kappa = {kappa:.1f} per ns, phi0 = {phi0:.1f} rad, "
          f"C = {feedback_parameter(kappa):.5f}, roots = {len(roots[name])}")
    for phi in roots[name]:
        shift = (phi - phi0) / tau
        slope = 1 + feedback_parameter(kappa) * math.cos(phi + theta)
        print(f"  phi = {phi:.6f} rad, shift = {shift:.6f} rad/ns, "
              f"slope F' = {slope:.5f}")
gain_A, N_A, S_A = steady_state(phi_A, kappa_A)
print(f"Case A frequency shift = {(phi_A-phi0_A)/tau/(2*math.pi)*1e3:.3f} MHz")
print(f"Case A smallest possible slope 1-C = {1-C_A:.5f}")
print(f"Case A gain change = {gain_A:.6f} per ns")
print(f"Case A carrier number minus threshold = {N_A-N_th:.2f}")
print(f"Case A photon number = {S_A:.2f}")
for n in (0, 1, 2, 3, 4, 5, 10, 20):
    print(f"Case A iterate {n}: phi = {iterates[n]:.6f} rad, "
          f"error = {abs(iterates[n]-phi_A):.2e} rad")
C_C = feedback_parameter(cases["C"][0])
print(f"Three-root window centre = {centre:.5f} rad")
print(f"Three-root window half-width, cases B and C = "
      f"{fold_half_width(C_C):.5f} rad")
for name in ("A", "C"):
    for start, detuning, carriers, photons in runs[name]:
        print(f"Run {name}: start {start:+.1f}, final {detuning:+.6f} rad/ns, "
              f"N-Nth = {carriers-N_th:.2f}, S = {photons:.2f}")
print("PASS")
```

It prints:

```
alpha = 3.0, arctan(alpha) = 1.24905 rad
delay tau = 1.0 ns
reflector distance in vacuum = 14.99 cm
photon lifetime = 0.002 ns, carrier lifetime = 1.0 ns
differential gain g = 1.0e-05 per ns
threshold carrier number = 2.000e+08
pump rate J = 4.000e+08 per ns
solitary photon number = 4.0000e+05
random cases with C < 1, one root each: 300
largest C among them = 0.9963
roots at C = 1, critical phase: 1
Case A: kappa = 0.2 per ns, phi0 = 1.5 rad, C = 0.63246, roots = 1
  phi = 1.012539 rad, shift = -0.487461 rad/ns, slope F' = 0.59703
Case B: kappa = 0.4 per ns, phi0 = 1.5 rad, C = 1.26491, roots = 1
  phi = 0.239378 rad, shift = -1.260622 rad/ns, slope F' = 1.10408
Case C: kappa = 0.4 per ns, phi0 = 1.9 rad, C = 1.26491, roots = 3
  phi = 0.748566 rad, shift = -1.151434 rad/ns, slope F' = 0.47636
  phi = 1.864395 rad, shift = -0.035605 rad/ns, slope F' = -0.26441
  phi = 3.066714 rad, shift = 1.166714 rad/ns, slope F' = 0.51135
Case A frequency shift = -77.582 MHz
Case A smallest possible slope 1-C = 0.36754
Case A gain change = -0.211884 per ns
Case A carrier number minus threshold = -21188.37
Case A photon number = 400211.97
Case A iterate 0: phi = 1.500000 rad, error = 4.87e-01 rad
Case A iterate 1: phi = 1.258059 rad, error = 2.46e-01 rad
Case A iterate 2: phi = 1.125102 rad, error = 1.13e-01 rad
Case A iterate 3: phi = 1.060887 rad, error = 4.83e-02 rad
Case A iterate 4: phi = 1.032583 rad, error = 2.00e-02 rad
Case A iterate 5: phi = 1.020713 rad, error = 8.17e-03 rad
Case A iterate 10: phi = 1.012626 rad, error = 8.76e-05 rad
Case A iterate 20: phi = 1.012539 rad, error = 9.89e-09 rad
Three-root window centre = 1.89255 rad
Three-root window half-width, cases B and C = 0.11554 rad
Run A: start -2.0, final -0.487461 rad/ns, N-Nth = -21188.37, S = 400211.98
Run A: start -1.0, final -0.487461 rad/ns, N-Nth = -21188.37, S = 400211.98
Run A: start +1.0, final -0.487461 rad/ns, N-Nth = -21188.37, S = 400211.98
Run A: start +2.0, final -0.487461 rad/ns, N-Nth = -21188.37, S = 400211.98
Run C: start -2.0, final -1.151435 rad/ns, N-Nth = -58613.28, S = 400586.83
Run C: start -1.0, final -1.151435 rad/ns, N-Nth = -58613.28, S = 400586.83
Run C: start +1.0, final +1.166714 rad/ns, N-Nth = 79775.83, S = 399203.53
Run C: start +2.0, final +1.166714 rad/ns, N-Nth = 79775.83, S = 399203.53
PASS
```
